T² thermal conductivity from a grain-boundary phonon path proportional to 1/ω

**Result and conditions**

Consider an isotropic three-dimensional Debye solid with n atoms per unit volume and three acoustic branches of equal speed v, so that ω = vq. The cutoff frequency is ω_D = v(6π²n)^(1/3), and the Debye temperature is Θ = ħω_D/k_B. Suppose that grain boundaries alone limit the phonon mean free path, and that

Λ(ω) = ℓ_D ω_D/ω = A/ω,  A = ℓ_D ω_D,

where ℓ_D, the path at the cutoff, does not depend on temperature. Then, for T ≪ Θ,

κ = 3ζ(3) k_B³ A T² / (π² ħ² v²),  (1)

with ζ(3) = Σ 1/m³ ≈ 1.202. A path of constant length d gives instead the Casimir form

κ_C = 2π² k_B⁴ d T³ / (15 ħ³ v²).  (2)

The law Λ = A/ω is a premise here. It says that a long wave crosses many boundaries before it loses its direction: if boundaries lie a distance d apart and ℓ_D = d, the number crossed is about ω_D/ω. Because this path grows without limit as ω → 0, a finite sample cannot follow (1) down to T = 0; the lower limit is found below.

**First derivation: the Boltzmann equation**

Let the temperature vary slowly along x. In the relaxation-time approximation the steady occupation N_q of a mode obeys

v_x ∂N_q/∂x = −(N_q − n_B)/τ,

where n_B = 1/(e^(ħω/k_BT) − 1) is the local equilibrium occupation and τ = Λ/v. To first order in the gradient, N_q on the left may be replaced by n_B, so

N_q − n_B = −τ v_x (∂n_B/∂T)(dT/dx).

Equilibrium itself carries no heat, since modes q and −q cancel. The heat flux in a volume V is therefore

J = (1/V) Σ ħω v_x (N_q − n_B) = −(dT/dx) (1/V) Σ C_q v_x² τ,

with C_q = ħω ∂n_B/∂T. Comparison with J = −κ dT/dx gives

κ = (1/V) Σ C_q v_x² τ.  (3)

The sum runs over wavevectors and branches. Averaging over directions gives v_x² → v²/3, and v²τ = vΛ. The number of modes per volume and frequency is

g(ω) = 3 · 4πq²/(2π)³ · dq/dω = 3ω²/(2π²v³),

where q = ω/v and dq/dω = 1/v were used. Hence

κ = (1/3) ∫₀^(ω_D) g(ω) C(ω) v Λ(ω) dω.  (4)

Put x = ħω/k_BT. Differentiating n_B, with ∂x/∂T = −x/T, gives

C = k_B x² eˣ/(eˣ − 1)².

Now insert g, C and Λ = A/ω into (4). The factors 3 cancel, and ω²/ω leaves one power of ω:

κ = (k_B A/(2π²v²)) ∫ ω x² eˣ/(eˣ − 1)² dω.

Since ω dω = (k_BT/ħ)² x dx, and since the upper limit Θ/T may be taken to infinity when T ≪ Θ,

κ = (k_B³ A T²/(2π²ħ²v²)) ∫₀^∞ x³ eˣ/(eˣ − 1)² dx.  (5)

The temperature has left the integral. To evaluate it, differentiate the geometric series 1/(eˣ − 1) = Σ e^(−mx), which gives

eˣ/(eˣ − 1)² = Σ m e^(−mx), m = 1, 2, 3, …

All terms are positive and may be integrated one by one:

∫₀^∞ x³ eˣ/(eˣ − 1)² dx = Σ m · 6/m⁴ = 6ζ(3).

Multiplication by the prefactor in (5) gives (1).

For Λ = d one more power of ω remains. The prefactor is then k_B⁴dT³/(2π²ħ³v²), and the integral is

∫₀^∞ x⁴ eˣ/(eˣ − 1)² dx = Σ m · 24/m⁵ = 24ζ(4) = 4π⁴/15,

which gives (2).

**Second derivation: diffusion and the number of phonons**

Now follow a phonon as a particle. It moves with speed v, has probability e^(−vt/Λ) of not being scattered during a time t, and leaves each scattering event in a random direction with its frequency unchanged. After a scattering event the average of v_x is zero, so only unscattered phonons contribute to the velocity correlation:

⟨v_x(0) v_x(t)⟩ = (v²/3) e^(−vt/Λ).

The displacement s along x is the time integral of v_x. Its mean square is

⟨s²⟩ = 2 ∫₀^t (t − t′)(v²/3) e^(−vt′/Λ) dt′.

For t ≫ Λ/v the term with t dominates, and the integral of the exponential is Λ/v. Thus

⟨s²⟩ = 2Dt,  D(ω) = vΛ(ω)/3.

Let u_ω(x,t) be the energy per volume and frequency. Over an interval Δt, long compared with Λ/v but short enough that u_ω changes little, expansion in s gives

u_ω(x, t + Δt) = ⟨u_ω(x − s, t)⟩ = u_ω + ½⟨s²⟩ ∂²u_ω/∂x²,

because ⟨s⟩ = 0. Therefore ∂u_ω/∂t = D ∂²u_ω/∂x². Energy conservation at each frequency requires ∂u_ω/∂t = −∂J_ω/∂x, so J_ω = −D ∂u_ω/∂x; no constant is added, since a uniform u_ω carries no flux.

In local equilibrium u_ω = ħω g n_B at temperature T(x), and ∂u_ω/∂x = (∂u_ω/∂T) dT/dx. Adding the fluxes of all frequencies gives

κ = ∫ D(ω) ∂u_ω/∂T dω.

With D = vA/(3ω), the factor ω in the phonon energy cancels:

κ = (vA/3) ∫ (1/ω) ħω g ∂n_B/∂T dω = (ħvA/3) dN/dT,  (6)

where N = ∫ g n_B dω is the number of phonons per volume. For T ≪ Θ,

N = (3/(2π²v³)) (k_BT/ħ)³ ∫₀^∞ x²/(eˣ − 1) dx.

The integral is Σ 2/m³ = 2ζ(3), so

N = 3ζ(3) k_B³T³/(π²ħ³v³),  dN/dT = 9ζ(3) k_B³T²/(π²ħ³v³).

Substitution in (6) gives (1) again.

This route shows where the exponent comes from. A constant path makes the conductivity follow the derivative of the energy density, which grows as T⁴. A path A/ω weights each phonon's energy by 1/ω, so every phonon counts equally whatever its frequency. The conductivity then follows the derivative of the phonon number, which grows as T³.

**What the two derivations assume**

Both use the Bose distribution, the three-dimensional Debye density of modes, and phonons treated as particles whose successive scatterings do not interfere. Both need a temperature that changes little over a mean free path, and a coefficient A that does not depend on T.

The Boltzmann route assumes that each mode relaxes towards local equilibrium at a constant rate 1/τ. It does not ask what a single scattering event does to a phonon's direction or frequency, and (3) still applies when branches have different speeds or the crystal is anisotropic.

The diffusion route replaces the relaxation time by a definite picture: exponentially distributed flights, complete loss of direction, and conserved frequency. If scattering favours the forward direction, Λ must be read as the longer path over which direction is lost. The link to phonon number belongs to the 1/ω law with a common speed; the diffusion formula itself does not depend on that law.

**Other powers and the two ends of the T² range**

For Λ = ℓ_D(ω_D/ω)^p, write Λ = ℓ_D(Θ/T)^p x^(−p) in (4). The same steps give

κ = (k_Bℓ_D/(2π²v²)) (k_BT/ħ)³ (Θ/T)^p Γ(5 − p) ζ(4 − p),

so κ ∝ T^(3−p). At small x the integrand behaves as x^(2−p), which is integrable for p < 3. At p = 3 it diverges logarithmically, and the sample size must enter.

At the upper end of the range, the Debye cutoff removes the modes with x > z = Θ/T. For large z the lost fraction of κ is, to leading exponential order,

(1/6ζ(3)) ∫_z^∞ x³e^(−x) dx = (z³ + 3z² + 6z + 6)e^(−z)/(6ζ(3)).

It is 0.86 % at T = Θ/10.

At the lower end, let the sample surface impose a path L, and add the scattering rates as independent: 1/Λ = ω/A + 1/L. Then

Λ = (A/ω) / (1 + T_L/(Tx)),  T_L = ħA/(k_BL) = Θℓ_D/L.

For T ≫ T_L, expansion to first order reduces κ by the fraction

(T_L/T) · (1/6ζ(3)) ∫₀^∞ x² eˣ/(eˣ − 1)² dx = π²T_L/(18ζ(3)T),

because the integral is Σ m · 2/m³ = π²/3. For T ≪ T_L the important modes have Λ → L, and κ returns to (2) with L in place of d. Within this model, T² therefore holds for T_L ≪ T ≪ Θ.

**Numbers for nanocrystalline germanium**

Set the model inputs close to germanium: v = 3500 m/s and a cubic cell of edge 0.566 nm holding eight atoms. Then n = 4.412×10²⁸ m⁻³, ω_D = 4.82×10¹³ rad/s and Θ = 368 K. Choose grains of size d = 100 nm, a sample of size L = 1 mm, and ℓ_D = d. The last choice is a model assumption. It also depends on how the cutoff is counted: germanium has two atoms per primitive cell, and if ω_D counted only the acoustic modes, A and κ would be 21 % smaller. With all atoms counted, the choice gives

A = (10⁻⁷ m)(4.82×10¹³ s⁻¹) = 4.82×10⁶ m/s,

and (1) becomes κ = (0.03403 W/(m K³)) T². At 4 K,

κ = 0.03403 × 16 = 0.544 W/(m K).

At 2 K it is 0.136 W/(m K), four times smaller. The Casimir form with a constant path of 100 nm gives 0.0213 and 0.00266 W/(m K), a factor of eight.

The heat capacity per volume also changes by eight, from 22.8 to 182.6 J/(m³ K). What changes the exponent is the effective path, defined by κ = C_V v Λ_eff/3. Dividing (1) by (2) gives

Λ_eff = 45ζ(3) ℓ_D Θ/(2π⁴T) = 0.278 ℓ_D Θ/T,

which is 5.1 μm at 2 K and 2.6 μm at 4 K. Warming excites higher frequencies, which cross fewer boundaries. Half of the heat is carried below x = 3.27. At 4 K this is 0.273 THz, where the path is 2.8 μm, or about 28 grains, and the wavelength is 12.8 nm.

Equation (3) was also summed directly over a cubic grid of wavevectors, with a spacing of one quarter of k_BT/(ħv) at 4 K and the same spacing at 2 K. The sums are 0.5441 and 0.1358 W/(m K), which differ from (1) by 0.06 % and 0.2 %. Their ratio gives an exponent of 2.002; the same grid with a constant path gives 3.000.

The sample crossover lies at T_L = 368 K × 100 nm/1 mm = 0.037 K. At 4 K the finite sample lowers κ by 0.41 %, close to the first-order estimate of 0.42 %. The local exponent is 2.004 at 4 K, 2.24 at T_L and 2.995 at T_L/1000, provided that the 1/ω law continues to such low frequencies.

That proviso is the weak point. The median wavelength equals the grain size at 0.51 K, well above T_L, and a wave much longer than a grain need not scatter like a particle meeting separate boundaries. As an estimate, let the path change continuously from ω⁻¹ to the Rayleigh form ω⁻⁴ where the wavelength exceeds d, and keep L = 1 mm. The power p = 4 is beyond the convergent range, so the sample size is needed to keep κ finite. Relative to (1), κ then rises by 3.0 % at 4 K and by 12.8 % at 2 K. The ratio between the two temperatures becomes

4 × 1.030/1.128 = 3.65,

an average exponent of about 1.87. In this example a departure from T² would thus appear far above T_L, and at first towards a weaker temperature dependence, away from Casimir's T³. These figures belong to L = 1 mm, and even their sign depends on L: for L = 10 mm the changes are +8.8 % at 4 K and +35 % at 2 K with an average exponent of 1.69, while for L = 0.1 mm they are −3.1 % and −4.2 % with an average exponent of 2.02. With L = 1 mm again, the departure also depends strongly on where the Rayleigh form sets in. If this happens only at a wavelength of 2πd, κ differs from (1) by −0.4 % at 4 K and −0.7 % at 2 K, the average exponent is 2.005, and the local exponent falls clearly below 2 only at a few tenths of a kelvin.

**The model beside real germanium**

The sound speed can be checked against an elastic model. With the elastic constants c₁₁, c₁₂ and c₄₄ set to 129, 48 and 67 GPa and the density set to 5320 kg/m³, inputs chosen close to germanium, the Debye speed is 3525 m/s. Replacing the single speed of 3500 m/s by the speeds of this elastic model, with Λ(ω) held the same for all branches and directions, changes κ by −2.6 %. Of this, (3500/3525)² − 1 = −1.4 % comes only from the difference between the two Debye speeds; the rest is the net effect of the different polarisations, which lower κ, and the elastic anisotropy, which partly offsets this. Branches that bend as a sine towards a rough plateau of 2 THz change it by +1.0 % at 4 K if Λ(ω) is held fixed, but by −0.5 % if the relaxation time τ(ω) is held fixed instead. For a rough relative mass variance of 6×10⁻⁴, mass disorder takes away about 0.05 % at 4 K. Anharmonic scattering at a rough rate of (3×10⁻²³ s/K³)ω²T³ takes away far less. The boundary law itself matters more than these corrections: in (1) κ is proportional to ℓ_D, so doubling ℓ_D doubles κ. Real grains also have a spread of sizes, and pores, impurities or the carriers of doped material may scatter phonons; these effects are not estimated here. The numbers describe conduction at a few kelvin, and these corrections grow quickly on warming. With the same inputs, mass disorder alone takes away 0.8 % at 10 K, 5 % at 20 K and 13 % at 30 K; together with the anharmonic rate it lowers the local exponent to 1.85 at 20 K and about 1.5 at Θ/10 ≈ 37 K. The sine branches alone change κ by +6.5 % (Λ fixed) or −5 % (τ fixed) at 10 K and by −9 % or −34 % at 20 K; this model flattens all three branches and holds only 14 % of the acoustic modes, so at these temperatures it gives only a rough size. For these germanium inputs the T² range therefore ends at roughly 10 to 20 K, well before the Debye cutoff matters, and (1) must not be extrapolated beyond it. Further values are in the numerical output below.

Calculated quantities

```
INPUTS (rough typical values, nanocrystalline germanium)
sound speed v = 3500 m/s
lattice parameter = 0.566 nm
atom density n = 4.412e+28 1/m^3
grain size d = path at cutoff l_D = 100 nm
sample size L = 1 mm
mass variance = 6.0e-04 (no unit)
anharmonic coefficient = 3.0e-23 s/K^3
branch plateau = 2.0 THz
c11, c12, c44 = 129, 48, 67 GPa
mass density = 5320 kg/m^3
DERIVED
Debye cutoff omega_D = 4.8206e+13 rad/s
Debye temperature Theta = 368.2 K
product l_D*omega_D = 4.8206e+06 m/s
integral 6 zeta(3) = 7.21234
kappa/T^2 = 0.03403 W/(m K^3)
median x = 3.270 (no unit)
AT T = 2 K
kappa, formula = 0.1361 W/(m K)
kappa, sum over modes = 0.1358 W/(m K)
kappa, Casimir with d = 0.00266 W/(m K)
heat capacity = 22.82 J/(m^3 K)
effective path = 5112 nm
median frequency = 0.1363 THz
median wavelength = 25.7 nm
path at median frequency = 5630 nm
change, sample size: -0.816 %
change, mass disorder: -6.3e-03 %
change, anharmonic: -3.1e-05 %
change, branch flattening: 0.25 %
change, Rayleigh tail and sample: 12.8 %
AT T = 4 K
kappa, formula = 0.5444 W/(m K)
kappa, sum over modes = 0.5441 W/(m K)
kappa, Casimir with d = 0.02130 W/(m K)
heat capacity = 182.57 J/(m^3 K)
effective path = 2556 nm
median frequency = 0.2726 THz
median wavelength = 12.8 nm
path at median frequency = 2815 nm
change, sample size: -0.413 %
change, mass disorder: -5.1e-02 %
change, anharmonic: -5.0e-04 %
change, branch flattening: 1.04 %
change, Rayleigh tail and sample: 3.0 %
EXPONENTS AND LIMITS
mode-sum exponents, 1/omega and constant path = 2.002, 3.000
exponents for p = 0.5 and 2: 2.500, 1.000
sample crossover T_L = 0.0368 K
exponent at T_L/1000, T_L, 4 K = 2.995, 2.243, 2.004
median wavelength equals d at 0.514 K
cutoff loss at Theta/10 = 0.860 %
cutoff loss at 4 K, log10 of fraction = -34.9
Debye speed from elastic constants = 3525 m/s
change, polarisation and anisotropy: -2.6 %
```
